# Why the best bulk conductor may not make the best narrow wire

## Question

I am comparing metals for the narrowest wires on a chip. My first thought was to look up the bulk resistivities and take the lowest. I have been told that this can fail, because a good conductor has a long mean free path, so its electrons hit the walls and grain boundaries of a thin wire more often than they scatter in the bulk.

That leaves me with two doubts. If a long mean free path is the problem, could I improve a thin wire by adding impurities, which shorten it? And if not, which property of the metal should I compare? I would like a derivation I can follow, with numbers.

## Answer

Your doubt about impurities is the right place to press. "Long mean free path" explains why the resistivity of a good conductor rises by a large *factor*. It does not by itself explain why another metal should overtake it. For that we need the resistivity of the wire itself, not its ratio to the bulk value.

### The model

Take a round wire of diameter $d$, with its axis and the electric field $E$ along $z$. The metal has a spherical Fermi surface of radius $k_F$, bulk resistivity $\rho_0$ and bulk mean free path $\lambda$. Electrons move on straight lines between three kinds of event:

- Bulk scattering, with probability $ds/\lambda$ in a path element $ds$, makes the direction random.
- A wall collision also makes the direction random (a fully diffuse wall).
- Grain boundaries are planes normal to the axis, with mean spacing $D$. Each reflects an electron with probability $R$, reversing its axial velocity, and otherwise lets it pass undeflected. Successive encounters are treated as independent.

The last assumption ignores the fact that a reflected electron may return to the same boundary, so it is meant for modest $R$. For boundaries fixed in space the repeated returns act roughly like replacing $R$ by $R/(1-R)$. At the $R=0.2$ used below this raises the grain-boundary contribution by a fifth to a quarter, and with that replacement the A–B crossover found below moves from 15.4 nm to about 16 nm. The motion is classical between collisions, which requires $k_Fd\gg1$.

### Resistivity as a constant divided by a length

Let $u$ be the cosine of the angle between an electron's velocity and the axis. Suppose it has moved by $\Delta z$ along the axis since its last randomizing event. With charge $-e$, it has gained the energy $W=-eE\,\Delta z$ from the field. Reflection at a grain boundary conserves energy, so $W$ keeps accumulating through it.

Electrons leave a randomizing event with the equilibrium distribution $f_0$, to first order in $E$. The reason is symmetry: the deviation of the arriving electrons changes sign under $z\to-z$, so its average over arriving directions vanishes. Electrons now at energy $\varepsilon$ started at $\varepsilon-W$, hence

$$f-f_0=f_0(\varepsilon-W)-f_0(\varepsilon)\approx\left(-\frac{\partial f_0}{\partial\varepsilon}\right)(-eE\,\Delta z).$$

Each electron contributes $-e\,v_Fu$ to the current. The two minus signs cancel. The factor $-\partial f_0/\partial\varepsilon$ selects the Fermi energy, where the density of states per volume, both spins included, is $g=mk_F/(\pi^2\hbar^2)$. Thus

$$\sigma=\frac{j}{E}=e^2g\,v_F\langle u\,\Delta z\rangle .$$

The average runs over positions in the cross-section, directions and path histories. With $v_F=\hbar k_F/m$ the mass cancels:

$$\sigma=\frac{e^2k_F^2}{\pi^2\hbar}\langle u\,\Delta z\rangle .$$

Define $\ell=3\langle u\,\Delta z\rangle$. Then

$$\rho=\frac{K}{\ell},\qquad K=\frac{3\pi^2\hbar}{e^2k_F^2}.$$

In the bulk the mean displacement is $u\lambda$, and $\langle u^2\rangle=1/3$, so $\ell=\lambda$. Therefore $K=\rho_0\lambda$.

This already separates two things that the phrase "good conductor" mixes. $K$ depends on the Fermi surface alone. Impurities that leave the electron density unchanged alter $\rho_0$ and $\lambda$ in opposite directions and leave $K$ as it was. The length $\ell$ contains the collisions.

### Calculating the effective path

So far $\Delta z$ refers to the past. Reversing the motion turns a past path into a future one and changes the sign of both $u$ and the displacement. Their product is unchanged, so we may follow electrons forward to their next randomizing event.

**Grain boundaries.** An electron meets $|u|/D$ boundaries per unit path and is reflected at the rate $R|u|/D$. Let $M(s)$ be the average sign of its axial velocity relative to the start. A reflection turns $M$ into $-M$, a change of $-2M$. Hence

$$\frac{dM}{ds}=-\frac{2R|u|}{D}M,\qquad M(s)=e^{-2R|u|s/D}.$$

**Walls.** Reflection at a grain boundary leaves the transverse motion alone, so the chance of reaching the wall can be found separately. Let the electron move a transverse distance $xd$ in a given direction. It is still inside if its starting point lies in the overlap of the circular cross-section with a copy displaced by $xd$. Two discs of radius $a=d/2$, displaced by $xd$, overlap in two equal circular segments. Each segment is a sector of half-angle $\psi$, with $\cos\psi=(xd/2)/a=x$, minus a triangle. Its area is $a^2(\psi-\sin\psi\cos\psi)$. Twice this, divided by $\pi a^2$, is the probability

$$Q(x)=\frac{2}{\pi}\left[\arccos x-x\sqrt{1-x^2}\right],\qquad 0\le x\le1 .$$

**Together.** The chance of no bulk scattering is $e^{-s/\lambda}$. Write $u=\cos\theta$ and

$$\kappa=\frac1\lambda+\frac{2R\cos\theta}{D}.$$

Positive and negative $u$ contribute equally, so the direction average is an integral over $0<u<1$:

$$\ell=3\int_0^1du\,u^2\int_0^{d/\sin\theta}ds\;e^{-\kappa s}\,Q\!\left(\frac{s\sin\theta}{d}\right).$$

Substitute $s=xd/\sin\theta$, so $ds=d\,dx/\sin\theta$, and replace $du$ by $\sin\theta\,d\theta$. The sines cancel:

$$\ell=3d\int_0^{\pi/2}d\theta\,\cos^2\theta\int_0^1dx\,Q(x)\,e^{-\kappa xd/\sin\theta}.$$

### The wide wire: what is added to the bulk value

Let $\lambda\ll d$ and $\lambda\ll D$. Then small $x$ matters, where $\arccos x\approx\pi/2-x$ and $Q\approx1-4x/\pi$. The integral over $s$ gives

$$\frac1\kappa-\frac{4\sin\theta}{\pi d\,\kappa^2}\approx\lambda-\frac{2Ru\lambda^2}{D}-\frac{4\lambda^2\sqrt{1-u^2}}{\pi d}.$$

Multiply by $3u^2$ and integrate over $u$, using $\int_0^1u^2du=1/3$, $\int_0^1u^3du=1/4$ and $\int_0^1u^2\sqrt{1-u^2}\,du=\pi/16$:

$$\ell\approx\lambda\left[1-\frac{3\lambda}{4d}-\frac{3R\lambda}{2D}\right].$$

Inverting to first order, with $K=\rho_0\lambda$,

$$\rho\approx\rho_0+K\left(\frac{3}{4d}+\frac{3R}{2D}\right).$$

The relative increase, $(\rho-\rho_0)/\rho_0$, is proportional to $\lambda$. The resistivity actually added is proportional to $K$. A metal may suffer a large relative increase merely because it started from a small $\rho_0$.

### The narrow wire: the bulk value drops out

Now let $d/\lambda\to0$ with $D/d$ fixed. The bulk term in $\kappa d/\sin\theta$ vanishes, leaving $2R(d/D)\cot\theta$. Thus $\ell\to c\,d$, with

$$c=3\int_0^{\pi/2}d\theta\,\cos^2\theta\int_0^1dx\,Q(x)\,e^{-2R(d/D)x\cot\theta}.$$

Without grain reflection the integrals separate. Since $\int_0^1\arccos x\,dx=1$ and $\int_0^1x\sqrt{1-x^2}\,dx=1/3$,

$$c=3\cdot\frac{\pi}{4}\cdot\frac{2}{\pi}\left(1-\frac13\right)=1 .$$

The electron's effective path is then the wire diameter. For $R=0.2$ and $D=d$, numerical integration gives $c=0.706$. In either case $\rho\to K/(cd)$, and two metals with the same $R$ and $D/d$ approach the ratio $\rho_A/\rho_B\to K_A/K_B$.

This is a limit within the classical model: $d$ must be small compared with $\lambda$ but still large compared with $1/k_F$.

### When can the better bulk metal lose?

Let A have the lower bulk resistivity, $\rho_{0A}<\rho_{0B}$, and give both wires the same $d$, $D$ and $R$, with $D\propto d$. Two monotonic trends settle the matter.

First, $\ell$ increases with $\lambda$, because a larger $\lambda$ makes $\kappa$ smaller. Second, $\ell/\lambda$ decreases with $\lambda$. To see this, put $s=\lambda y$ in the earlier integral:

$$\frac{\ell}{\lambda}=3\int_0^1du\,u^2\int_0^\infty dy\;e^{-y(1+2Ru\lambda/D)}\,Q\!\left(\frac{\lambda y\sin\theta}{d}\right),$$

with $Q=0$ beyond $x=1$. Both factors that contain $\lambda$ fall, or stay constant, as it grows. The penalty factor $\rho/\rho_0=\lambda/\ell$ therefore rises with $\lambda$.

Suppose $K_A\le K_B$.

- If $\lambda_A\ge\lambda_B$, then A has no larger $K$ and no smaller $\ell$. Since $\rho=K/\ell$, A cannot be worse. A tie would need equal $K$ and equal $\lambda$, hence equal $\rho_0$, which we excluded.
- If $\lambda_A<\lambda_B$, then A has both the smaller $\rho_0$ and the smaller penalty factor, so it wins again.

Suppose instead that $K_A>K_B$. A wins in a wide wire, where $\rho\to\rho_0$. B wins in a sufficiently narrow one, where the ratio tends to $K_A/K_B>1$. By continuity the curves cross.

So, in this model, B overtakes A at some small diameter **if and only if $K_A>K_B$**. Together with $\rho_{0A}<\rho_{0B}$, this condition implies $\lambda_A=K_A/\rho_{0A}>K_B/\rho_{0B}=\lambda_B$. A longer mean free path is thus necessary for A to lose, but not sufficient. The rule does not say that the crossing lies at a usable diameter. When $K_A$ exceeds $K_B$ only slightly, it can fall where the classical model no longer holds. For metal A of the next section against a metal with $\rho_0=5$ µΩ cm, it lies at about 1 nm if $K_B=78$ µΩ cm nm and at about 0.5 nm if $K_B=79$.

### Three model metals

Take $R=0.2$, $D=d$ and these round parameters, which do not represent particular materials:

| Metal | $\rho_0$ (µΩ cm) | $\lambda$ (nm) | $K$ (µΩ cm nm) |
|---|---:|---:|---:|
| A | 2 | 40 | 80 |
| B | 5 | 10 | 50 |
| C | 4 | 20 | 80 |

For A and C the free-electron relation gives $k_F=12.3\ \mathrm{nm^{-1}}$; for B it gives $15.6\ \mathrm{nm^{-1}}$. C can be read as A with its bulk scattering rate doubled by impurities. The full integral gives these wire resistivities in µΩ cm:

| $d$ (nm) | A | B | C |
|---:|---:|---:|---:|
| 100 | 2.99 | 5.55 | 4.93 |
| 40 | 4.68 | 6.48 | 6.54 |
| 20 | 7.52 | 8.17 | 9.35 |
| 10 | 13.21 | 11.69 | 15.04 |
| 6 | 20.77 | 16.43 | 22.62 |

**A against B.** At 10 nm the effective paths are 6.06 nm and 4.28 nm. A still has the longer one, but its advantage there is too small to offset its larger $K$:

$$\rho_A\approx\frac{80}{6.06}\approx13.2,\qquad \rho_B\approx\frac{50}{4.28}\approx11.7\quad\text{µΩ cm}.$$

The same result can be read as a race. The wire adds $13.21-2=11.21$ µΩ cm to A and $11.69-5=6.69$ to B. B recovers $11.21-6.69=4.52$, which exceeds its initial handicap of 3, and finishes 1.52 µΩ cm ahead.

The cross-section is $\pi(10\ \mathrm{nm})^2/4=78.5\ \mathrm{nm^2}$. Dividing resistivity by area gives about 1.68 kΩ/µm for A and 1.49 kΩ/µm for B. The wire of A has 13% more resistance than that of B, although its bulk resistivity is 60% lower.

**A against C.** This pair answers your question about impurities. At 10 nm the penalty factor $\rho/\rho_0$ is 6.60 for A and only 3.76 for C. Judged by that factor, C looks better suited to narrow wires. Its resistivity is nevertheless higher at every diameter in the table, as the rule requires for equal $K$. Adding impurities reduces the relative size effect by raising the value to which the wire is compared. What narrowing does is make the harm less visible: C is 65% worse than A at 100 nm and 9% worse at 6 nm.

**C against B.** C has the lower bulk resistivity but the larger $K$, so it too must lose eventually. The table shows that this has happened by 40 nm, where B is ahead by a small margin.

### Where is the crossover?

For A and B the full calculation puts it at $d=15.4$ nm, where both have 9.20 µΩ cm. A scan from 1 to 1000 nm found one change of order. The argument above guarantees a crossing, but does not prove that every pair of metals has a single one.

The wide-wire formula offers a quick estimate. With $D=d$, its bracket is $(0.75+1.5R)/d=1.05/d$. Equating the two resistivities gives

$$d\approx1.05\,\frac{K_A-K_B}{\rho_{0B}-\rho_{0A}}=1.05\times\frac{80-50}{5-2}\ \mathrm{nm}=10.5\ \mathrm{nm}.$$

This is about a third below the full result. The formula assumed $\lambda\ll d$, whereas $\lambda_A/d$ is almost 4 at the estimated diameter. One can see the error by writing $\rho=\rho_0+bK/d$ and extracting $b$ at the true crossover:

$$b_A=\frac{(9.20-2)\times15.44}{80}\approx1.39,\qquad b_B=\frac{(9.20-5)\times15.44}{50}\approx1.30 .$$

Both exceed 1.05, and A's is the larger. Both facts move the crossover to a wider wire. The estimate shows which parameters matter, but should not be used to choose a diameter here.

### Walls and grain boundaries separately

With grain boundaries alone, $Q=1$ and the integral over $s$ gives $1/\kappa$. Let $\beta=2R\lambda/D$. Then

$$\ell=3\lambda\int_0^1\frac{u^2}{1+\beta u}\,du .$$

Polynomial division gives $u^2/(1+\beta u)=u/\beta-1/\beta^2+1/[\beta^2(1+\beta u)]$, so

$$\ell=3\lambda\left[\frac1{2\beta}-\frac1{\beta^2}+\frac{\ln(1+\beta)}{\beta^3}\right].$$

For $\beta\gg1$ the first term dominates and $\ell\to3D/(4R)$. Again $\lambda$ drops out, and $K$ decides.

For A at $d=D=10$ nm, walls alone multiply the bulk resistivity by 5.24 and grain boundaries alone by 2.15. For B the factors are 2.03 and 1.30. Walls are the stronger effect for these parameters. Acting alone they put the A–B crossover at a diameter of 11.3 nm, while grain boundaries alone put it at a spacing of 2.6 nm.

The two effects do not simply add. For A the separate increases, in units of $\rho_0$, sum to $4.24+1.15=5.39$, but the combined increase is 5.60. Adding separately calculated penalties would be slightly too optimistic here.

### How far to trust the ranking

The integral for $\ell$ was tested against random flights in which electrons undergo many successive collisions and $\ell$ is obtained from their spreading along the wire. At 10 nm the flights gave 6.09 nm for A and 4.30 nm for B, within 1% of the integral. The crossing rule was also tested on random pairs of model metals, as a mathematical statement: the scan went down to diameters far below atomic size, and pairs whose $K$ differ by less than about 10% were left out. In 15 of the pairs that did not cross, the better bulk metal had the longer mean free path, so such cases are easy to construct. The numerical output lists these checks.

They support the mathematics of the model, not its suitability for a given wire. Three conditions deserve attention before $K$ is used to choose a metal:

- **Equal boundaries.** If the metals differ in $R$ or $D$, $K$ alone no longer decides. When $d$ and $D$ are both much larger than $\lambda$, the resistivity added to $\rho_0$ is approximately $K[3/(4d)+3R/(2D)]$. In the narrow limit, compare $K/c$, with $c$ calculated from each metal's own $R$ and $D/d$. A metal with a small $K$ can lose its advantage through strongly reflecting boundaries. Walls that reflect partly like mirrors need a new calculation.
- **Equal conducting area.** If one metal needs a poorly conducting liner of thickness $t$, its conducting diameter is $d-2t$. Its resistance then rises through the lost area as well as through the smaller $\ell$.
- **A spherical Fermi surface and classical motion.** For other Fermi surfaces the constant can depend on the current direction. In the thinnest wires, quantized transverse motion can also matter.

For your selection, start with $\rho_0$ when the wire diameter and the grain spacing are both much larger than the mean free paths. Start with $K=\rho_0\lambda$ when the diameter is much smaller than the mean free paths and the metals share the same $R$ and $D/d$. In between, or when the values you are comparing are close, you need both. At 6 nm the ratio $\rho_A/\rho_B$ is $20.77/16.43\approx1.26$, still well short of its limit $K_A/K_B=1.6$, so even there $K$ alone would overstate B's advantage.

## Computed values

```
Grain reflection probability R = 0.20; spacing D = d
A: rho0 = 2.0 uOhm cm, lam = 40 nm, K = 80 uOhm cm nm
   k_F = 12.33 1/nm, electron density = 63.3 1/nm^3
B: rho0 = 5.0 uOhm cm, lam = 10 nm, K = 50 uOhm cm nm
   k_F = 15.60 1/nm, electron density = 128.2 1/nm^3
C: rho0 = 4.0 uOhm cm, lam = 20 nm, K = 80 uOhm cm nm
   k_F = 12.33 1/nm, electron density = 63.3 1/nm^3
A, d = 10 nm: ell = 6.06 nm, random flights 6.09 nm
B, d = 10 nm: ell = 4.28 nm, random flights 4.30 nm
Wide-wire slope, R = 0.0: 0.753 (limit 0.750)
Wide-wire slope, R = 0.2: 1.053 (limit 1.050)
Narrow limit ell/d: R = 0: 1.0000; R = 0.2: 0.7058
Random pairs: 8 cross, 45 never cross
Never cross although the better bulk metal has longer lam: 15
Wire resistivity in uOhm cm:
d = 100 nm: A 2.99, B 5.55, C 4.93
d =  40 nm: A 4.68, B 6.48, C 6.54
d =  20 nm: A 7.52, B 8.17, C 9.35
d =  10 nm: A 13.21, B 11.69, C 15.04
d =   6 nm: A 20.77, B 16.43, C 22.62
A-B crossover diameter, walls and grains: 15.44 nm
Resistivity at that crossover: 9.20 uOhm cm
Wide-wire estimate of crossover: 10.50 nm
Crossover diameter, walls only: 11.31 nm
Crossover grain spacing, grains only: 2.61 nm
At d = 10 nm, rho/rho0 for walls only, grains only, both:
A: 5.243, 2.148, 6.603
B: 2.029, 1.295, 2.338
C: 3.117, 1.583, 3.760
Cross-section at d = 10 nm: 78.54 nm^2
A: resistance per length at d = 10 nm: 1681 Ohm/um
B: resistance per length at d = 10 nm: 1488 Ohm/um
C: resistance per length at d = 10 nm: 1915 Ohm/um
Narrow-limit resistivity ratio A/B: 1.600; K_A/K_B = 1.600
```
